# Migration Barriers and Equilibrium Occupations in Kinetic Monte Carlo of Interface Segregation

A kinetic Monte Carlo run can report a segregated dose that is wrong although every site energy supplied to it is right. Suppose that the barriers for dopants entering an interface come from one calculation and those for leaving it from another, and that the entry barriers are too high by 0.05 eV. In a small test network treated below, the mean number of atoms at the interface then falls from 2.37 to 2.13, and it stays there however long the run lasts. A second fault needs no wrong input: averaging over hops instead of over time turns a mean of 4.46 interface atoms into 3.94 in the larger example.

The setting discussed here is the barrier model of a lattice kinetic Monte Carlo stage fed by electronic-structure energies: the rule that turns site energies and saddle energies into hop rates. Under stated conditions, equilibrium occupations do not depend on the saddle energies. The conditions tell the user what to enter, how to average, and when barriers matter after all.

## What the setting must satisfy

A configuration $n$ lists the occupations $n_i=0,1$ of the lattice sites. The number $N$ of identical dopants and the temperature $T$ are fixed. The energy is

$$H(n)=\sum_i\varepsilon_i n_i+w\sum_{\langle ij\rangle\in\text{interface}}n_in_j ,$$

where $\varepsilon_i$ is a site energy, zero deep in the film and negative where dopants are bound, and $w>0$ is a repulsion between nearest neighbours in the interface plane. An atom may hop to an empty neighbouring site, at the rate

$$W(n\to n')=\nu\,e^{-[S(n,n')-H(n)]/kT}.$$

Here $S$ is the total energy of the system at the saddle point. Three conditions are imposed:

1. $S(n,n')=S(n',n)$: a hop and its reverse pass the same saddle.
2. The prefactor $\nu$ is the same for a hop and its reverse.
3. The allowed hops connect all configurations.

Let $\pi(n)=e^{-H(n)/kT}/Z$, with $Z$ normalising the sum to one. Multiplying by the rate cancels $H(n)$:

$$K(n,n')\equiv\pi(n)W(n\to n')=\frac{\nu}{Z}e^{-S(n,n')/kT}=K(n',n).$$

This is detailed balance. To see what follows, write any time-dependent probability as $p(n)=\pi(n)f(n)$. The master equation, gain minus loss, becomes

$$\frac{dp(n)}{dt}=\sum_{n'}\left[p(n')W(n'\to n)-p(n)W(n\to n')\right]=\sum_{n'}K(n,n')\left[f(n')-f(n)\right].$$

If $f=1$ the right side vanishes, so $\pi$ is stationary. To show that it is the sole stationary law, follow $F=\sum_n\pi f^2$. Since $\pi\,df/dt=dp/dt$,

$$\frac{dF}{dt}=2\sum_{n,n'}K(n,n')f(n)\left[f(n')-f(n)\right]=-\sum_{n,n'}K(n,n')\left[f(n')-f(n)\right]^2 .$$

The last form follows by exchanging the names $n$ and $n'$ in half of the sum and using the symmetry of $K$. A stationary law has $dF/dt=0$, hence equal $f$ at both ends of every allowed hop. Condition 3 makes $f$ one constant, and normalisation makes it 1. Any other $f$ loses $F$, so every initial distribution relaxes to $\pi$.

The saddle energies have dropped out of $\pi$ and remain in $K$, which sets the speed of the approach.

Condition 3 holds on a connected lattice if all its links are open. To transfer an atom from an occupied site $s$ to an empty site $t$, take a path between them. Move the occupied site nearest to $t$ into $t$, the next one into the place just vacated, and so on back to $s$. Because the atoms are identical, the net effect is to empty $s$ and fill $t$.

Condition 2 can be relaxed. In harmonic rate theory the prefactor is a factor $A(n,n')$ of the saddle divided by a factor $B(n)$ of the starting minimum. Then $B(n)e^{-H(n)/kT}$ replaces the Boltzmann factor, and the same cancellation works. Prefactors that differ between hop and reverse are therefore legitimate if the ratio of forward to reverse prefactor is $B(n')/B(n)$, the ratio of the vibrational weights of the final and initial minima. The equilibrium then follows free energies.

## Which energies to enter

One convenient rule assigns an energy $E_{ij}$ to the link between sites $i$ and $j$ and sets $S=H(\text{rest})+E_{ij}$, where "rest" means the configuration without the hopping atom. The rest is the same for hop and reverse, so $S$ is symmetric. With $H(n)=H(\text{rest})+e_i$,

$$W=\nu e^{-(E_{ij}-e_i)/kT},\qquad e_i=\varepsilon_i+w c_i ,$$

where $c_i$ counts the occupied interface neighbours of an atom at interface site $i$, and is zero elsewhere. The quantity to enter is the saddle energy on the common energy scale, not a barrier height. Barrier heights differ by direction: with a saddle at 1.50 eV and no neighbours, an atom leaves a site at $-0.30$ eV over 1.80 eV and a deep site over 1.50 eV.

A second valid rule is $S=\tfrac12[H(n)+H(n')]+Q_{ij}$ with symmetric $Q_{ij}$. It gives the barrier $Q_{ij}+\tfrac12[H(n')-H(n)]$, which is non-negative in both directions if $Q_{ij}\ge\tfrac12|H(n')-H(n)|$. Both rules give the same equilibrium but different kinetics.

The independence from saddles was tested on a network small enough to solve its master equation directly: 3 atoms on 9 sites, arranged as three planes of three sites in a row with open edges, 84 configurations in all. The interface plane has $\varepsilon=-0.30$ eV, the next plane $-0.05$ eV, $w=0.05$ eV, and $T=873$ K, so $kT=0.0752$ eV. Three sets of saddles were used:

- Set A: all links at 1.50 eV.
- Set B: lateral interface links at 1.30 eV, links between the interface and the next plane at 1.65 eV, the rest at 1.50 eV.
- A random symmetric saddle energy for every pair of connected configurations.

The stationary laws agree with $\pi$ to a relative deviation of at most $1.2\times10^{-12}$. The slowest relaxation time does change, from 0.34 ms in set A to 1.47 ms in set B.

## How wrong barriers show themselves

Let every capture, a hop that raises the interface number $m$ by one, be slowed by $e^{-\delta/kT}$ while escapes are left alone. Try $\pi_\delta\propto e^{-(H+\delta m)/kT}$. For a capture $n\to n'$,

$$\pi_\delta(n)\,e^{-\delta/kT}\,W(n\to n')\propto e^{-\delta(m+1)/kT}K(n,n')\propto\pi_\delta(n')W(n'\to n).$$

Detailed balance holds again, but for an interface site energy raised by $\delta$. This is the opening example with $\delta=0.05$ eV. The run contains no steady current that could reveal the fault.

If capture is slowed in one column of the network only, no shifted energy can repair the balance. Consider one atom going round a loop: into the interface through the altered column, sideways, out through another column and back. With valid rates, the product of forward rates divided by the product of reverse rates is one, because each ratio is $e^{-\Delta H/kT}$ and the energy changes sum to zero. The altered link makes this quotient $e^{-\delta/kT}$. A steady circulation results: with an outer column altered, the largest net current is 6% of the largest one-way flux, against $3\times10^{-15}$ for valid rates.

If all links between the interface and the next plane are closed in both directions, $m$ is conserved. The network then has four independent stationary laws, for $m=0,1,2,3$, and the answer is set by the initial state. A very high but finite barrier has the same effect on a run shorter than its relaxation time.

The check to make before a run follows directly. For each link, compare $kT\ln(W_{\rm forward}/W_{\rm reverse})$ with the energy of the initial state minus that of the final state, or with the free-energy difference if prefactors differ. Looking for currents would miss the uniform error.

## The rejection-free step

In configuration $n$, let $r_k$ be the rates of the possible hops and $R=\sum_k r_k$. The probability $P(t)$ that nothing has happened by time $t$ obeys $dP/dt=-RP$, so $P=e^{-Rt}$. Setting $P$ equal to a uniform random number $u$ between 0 and 1 gives the waiting time $t=-\ln u/R$. Given that a hop occurs in a short interval $dt$, it is hop $k$ with probability $r_k\,dt/(R\,dt)=r_k/R$, whatever the waiting time was. One step is therefore:

1. List the allowed hops and their rates; form the running sums and $R$.
2. Draw a second uniform number $v$ and take the first hop whose running sum exceeds $vR$.
3. Record the observables of the present configuration with their time weight.
4. Advance the clock by $-\ln u/R$, move the atom, and update the affected rates.

No trial is rejected; long residence appears as a long waiting time. The clock and the selection were tested away from equilibrium, on the small network with set B and all atoms initially in the plane farthest from the interface. After 0.0913 ms the master equation gives an interface number of 0.170, and the simulation gives $0.168\pm0.003$. The equilibrium value is 2.37, so this test is sensitive to kinetics.

## How to average

The sequence of visited configurations, without its waiting times, has transition probability $W(n\to n')/R(n)$. Its stationary law is $\rho(n)=\pi(n)R(n)/\langle R\rangle$, where $\langle\cdot\rangle$ is the average over $\pi$:

$$\sum_n\rho(n)\frac{W(n\to n')}{R(n)}=\frac{1}{\langle R\rangle}\sum_n\pi(n)W(n\to n')=\frac{\pi(n')R(n')}{\langle R\rangle}=\rho(n').$$

The middle step uses detailed balance. Averaging an observable $A$ over events gives

$$\langle A\rangle_{\rm events}=\frac{\langle AR\rangle}{\langle R\rangle}=\langle A\rangle+\frac{\mathrm{Cov}(A,R)}{\langle R\rangle}.$$

The second term is the error, and it contains the barriers through $R$. Weighting each visited configuration by its mean residence time $1/R$ removes it:

$$\langle A\rangle=\frac{\sum_{\rm events}A/R}{\sum_{\rm events}1/R}.$$

The sampled waiting times could serve as weights too, but their mean $1/R$ is known, and using it removes one source of noise.

Successive configurations are correlated, so the error bar should come from independent replicas. Let replica $r$ of $G$ supply $a_r=\sum A/R$ and $T_r=\sum1/R$, and let $\bar A=\sum a_r/\sum T_r$. Linearising the ratio about its mean gives the standard error

$$\sigma_{\bar A}=\frac{1}{\sum_rT_r}\sqrt{\frac{G}{G-1}\sum_r(a_r-\bar AT_r)^2}.$$

## Worked example: dopants at a silicide contact

The cell has 8 planes of $4\times4$ sites on a simple-cubic lattice of spacing 0.27 nm, periodic in the plane and closed at both ends. It holds 6 dopants. Energies, temperature and saddle sets are those of the small network, with $\nu=10^{13}$ s$^{-1}$. A bulk hop in a given direction has the rate

$$10^{13}\,e^{-1.50/0.07523}\ \text{s}^{-1}=2.19\times10^4\ \text{s}^{-1}.$$

The equilibrium of this cell can be found without simulation. Let $Q_0(m)$ be the sum of Boltzmann factors over all interface configurations with $m$ atoms, obtained by listing the $2^{16}$ possibilities. The next plane has 16 equivalent sites of energy $\varepsilon_1=-0.05$ eV, and the six deeper planes have 96 sites of zero energy. With $j$ atoms in the next plane,

$$P(m,j)\propto Q_0(m)\binom{16}{j}e^{-j\varepsilon_1/kT}\binom{96}{6-m-j}.$$

The mean numbers are 4.464 at the interface, 0.373 in the next plane and 1.163 deeper, which sum to 6.

Each simulation used 400 replicas, with 3000 events discarded and 5000 kept per replica. Set A started with all dopants away from the interface, set B with all of them in it.

| Interface number | Set A | Set B |
|---|---|---|
| Time-weighted | $4.461\pm0.010$ | $4.474\pm0.026$ |
| Event-weighted | $3.940\pm0.010$ | $4.262\pm0.026$ |

Both time-weighted values agree with 4.464 within one standard error. The event-weighted values disagree with it and with each other. Their sign fits the covariance formula: bound atoms hop more slowly, so $R$ tends to be small when $m$ is large. In set B the lateral hops of bound atoms are faster, which weakens this correlation. Evaluating $\langle mR\rangle/\langle R\rangle$ over the exact equilibrium gives 3.94 for set A and 4.25 for set B; lowering the lateral saddle alone gives 4.26, and raising the crossing saddle alone gives 3.93.

The coverage is $\theta=4.464/16=0.279$. Dividing by the site area $(0.27\ \text{nm})^2$ gives a sheet density of $3.8\times10^{14}$ cm$^{-2}$. The deep site fraction is $x=1.163/96=0.0121$, or $6.2\times10^{20}$ cm$^{-3}$.

## The large-cell limit

For $w=0$, compare an interface site $i$ of energy $\varepsilon_0$ with a deep site $j$ of zero energy. Exchanging their contents maps every configuration with $i$ filled and $j$ empty onto one with $i$ empty and $j$ filled, and changes the weight by a fixed factor. Hence

$$\theta-\langle n_in_j\rangle=e^{-\varepsilon_0/kT}\left(x-\langle n_in_j\rangle\right).$$

If the two occupations become uncorrelated in a large cell, $\langle n_in_j\rangle\to\theta x$, and

$$\frac{\theta}{1-\theta}=\frac{x}{1-x}\,e^{-\varepsilon_0/kT},$$

the Langmuir–McLean isotherm. For small $x$ and $\theta$ it reduces to $\theta=xe^{-\varepsilon_0/kT}$; for strong binding $\theta$ saturates at one. At fixed $N$ a correlation remains. With every non-interface site at zero energy, $w=0$, and the number of dopants scaled with the number of sites, the logarithm of the odds ratio exceeds $-\varepsilon_0/kT$ by 0.070 in a cell of the example's size, by 0.0175 in one four times larger and by 0.0044 in one sixteen times larger. The correction falls as the inverse of the cell size. A user who compares a small cell with the isotherm should expect this difference and not blame the barriers.

Repulsion lowers the coverage. In the example cell it would be 0.313 without $w$, at the same $N$ and $T$, against 0.279 with it. From the occupations with $w$, the odds ratio is $(0.279/0.721)/(0.0121/0.9879)\approx32$, while $e^{0.30/0.0752}\approx54$. The effective binding energy is thus $kT\ln32\approx0.26$ eV instead of 0.30 eV. The fixed-$N$ correction described above raises this value slightly; in a large cell at the same coverage it would be about 0.25 eV. A mean-field shift $4w\theta=0.056$ eV overstates the reduction in both cases.

## When barriers matter after all

Equilibrium at the anneal temperature is not necessarily what remains after cooling. Suppose that $m$ relaxes towards its equilibrium value $m_{\rm eq}(T)$ with one time $\tau(T)$: $dm/dt=-(m-m_{\rm eq})/\tau$. Define $y(t)=\int_t^\infty dt'/\tau$, so $dy/dt=-1/\tau$. Then

$$\frac{d}{dt}\left(me^{-y}\right)=e^{-y}\left(\frac{dm}{dt}+\frac m\tau\right)=\frac{m_{\rm eq}}{\tau}e^{-y}.$$

Integrating from the start of cooling, where $y=y_0$, to late times, where $y=0$, gives

$$m(\infty)=m(0)e^{-y_0}+\int_0^{y_0}m_{\rm eq}\,e^{-y}\,dy .$$

For large $y_0$ the final state is an average of past equilibria with weight $e^{-y}$, whose mean $y$ is 1. As a rough estimate, identify the final state with the equilibrium at $y=1$. Near freezing, take $\tau\propto e^{t/t_g}$. Then $y=t_g/\tau=1/(d\tau/dt)$, and $y=1$ becomes

$$q\left|\frac{d\tau}{dT}\right|=1,$$

with $q$ the cooling rate. For $\tau$ we take the slowest relaxation time of one atom moving between planes, which neglects blocking and repulsion by other atoms.

The small network was cooled from 873 K at 100 K/s by integrating its master equation. With all saddles at 1.50 eV it froze at $m=2.64$, the equilibrium value at 650 K; the estimate is 641 K. With all saddles at 1.80 eV it froze at 2.49, corresponding to 767 K; the estimate is 762 K. Both started from 2.37. For the example cell with set A the estimate is 683 K, where the equilibrium coverage is 0.32, about 16% above the value at the anneal. This is an estimate from a one-atom $\tau$ and may be off by some 20 K in this cell; a freezing temperature 20 K lower would raise the coverage by only about 0.005.

## The model beside a real contact

The parameters are illustrative, chosen with arsenic implanted into nickel silicide and driven to the silicon interface in mind; the energies are not fitted to that system. The anneal at 873 K is near the upper end of what thin nickel monosilicide films tolerate, and the deep concentration is high even for a heavily doped contact. The cell is about 2 nm thick, whereas a film may be some 20 nm; diffusion through 20 nm would take a time of the order of 0.1 s with the model's hop rate. At a rough silicon barrier of 3.5 eV, one hop takes $1.6\times10^7$ s, which supports the closed boundary unless excess point defects speed up diffusion. One $k_B$ of additional interface entropy raises the coverage to 0.33. For unit charges with a screening length of 0.05 nm, first-neighbour repulsion is about 24 meV, half of the $w$ used here, and second-neighbour repulsion is about 2 meV. Both depend exponentially on the assumed length: at 0.07 nm they are 113 and 16 meV, and at 0.10 nm the second-neighbour term exceeds $kT$. Extending $w$ to all neighbour pairs adds about 4 meV for an atom deep in the film. For one in the plane next to the interface, which faces the higher coverage there, it adds about 19 meV from the mean occupations, or 16 meV when only the five remaining atoms of the cell are counted. The deep-site energy is small beside $kT$, and so is the second-neighbour energy if the screening length is as short as assumed. The assumption most at risk is metallic screening. If the same sheet of dopants sat ionised in silicon, one spacing from the metal, the potential drop would be 1.6 V, which for a unit charge is 1.6 eV or five times the binding energy, and this model would not apply. The figure is for a fully ionised, unscreened sheet; its field of $6\times10^9$ V/m lies far above breakdown in silicon, so carriers would neutralise much of the charge and the real drop would be smaller. Grain boundaries and a moving silicide front are also left out, and their effect is not estimated here.

## Choosing the setting

If equilibrium occupations are the sole aim, the saddles are free parameters of the sampling, subject to the three conditions. Choose them for efficiency. At equal numbers of events, set A has a standard error between two and three times smaller than set B, so set B would need roughly five to seven times as many events for the same precision. The clock then has no physical meaning.

If the aim is a transient, a relaxation time or the state after cooling, enter calculated saddle energies, on the same scale and from the same level of theory as the site energies. Record the observables at fixed clock times and average them over replicas that start from the physical initial state.

For equilibrium averages, weight by residence time, and start one run from a depleted interface and another from a filled one. Disagreement beyond the error bars points to incomplete relaxation or disconnected configurations. Agreement does not validate the rates, since a uniform capture error passes this test; the link-by-link comparison with energy differences is needed for that. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Anneal temperature 873 K, kT = 0.07523 eV, nu = 1.0e+13 1/s
Site energies: interface -0.30, next plane -0.05 eV
Interface pair repulsion 0.05 eV; spacing 0.27 nm
Cell: 16 sites per plane, 8 planes, 6 dopants
Saddles bulk/lateral/crossing, set A (eV): 1.5 1.5 1.5
Saddles bulk/lateral/crossing, set B (eV): 1.5 1.3 1.65
Bulk hop rate per direction 2.191e+04 1/s
SMALL NETWORK: 84 configurations, 3 atoms on 9 sites
Largest relative deviation from Boltzmann, 3 saddle sets: 1.2e-12
Equilibrium interface number 2.3668
Slowest relaxation time: A 0.3412 ms, B 1.4682 ms
Event-weighted interface number, set A: 1.9100
All captures slowed by 0.05 eV, escapes not: number 2.1302
Largest net current / largest flux, valid rates: 3.4e-15
Same, capture slowed in one column only: 6.23e-02
Independent stationary laws with crossings closed: 4
Transient at 0.0913 ms, set B: exact number 0.1703
   KMC number 0.1677 +- 0.0028
EXAMPLE CELL, exact: interface number 4.4641
   next plane 0.3734, deeper planes 1.1625
KMC: 400 replicas, 3000 discarded + 5000 used events each
Set A: interface 4.461 +- 0.010, next 0.373 +- 0.002
   event-weighted interface number 3.940 +- 0.010
   mean simulated time per replica 41.71 ms
Set B: interface 4.474 +- 0.026, next 0.372 +- 0.006
   event-weighted interface number 4.262 +- 0.026
   mean simulated time per replica 27.49 ms
Interface coverage 0.2790, sheet density 3.827e+14 cm^-2
Deep site fraction 0.01211 = 6.152e+20 cm^-3
Coverage / deep fraction 23.04
Coverage without pair repulsion 0.3129
Isotherm log-odds error, cell x1, x4, x16: 0.0698 0.0175 0.0044
COOLING at 100 K/s, small network:
   saddle 1.50 eV: frozen interface number 2.6356
   effective temperature 650 K, estimate 641 K
   saddle 1.80 eV: frozen interface number 2.4864
   effective temperature 767 K, estimate 762 K
Example cell: estimated freezing temperature 683 K
   equilibrium coverage there 0.3225
NEGLECTED EFFECTS (rough inputs)
Coverage with 1 k_B more interface entropy 0.3261
Screened repulsion, length 0.05 nm: 1st neighbour 24.1 meV
   2nd neighbour 1.82 meV
Mean deep-site repulsion if pairs cost W there too 3.63 meV
Drop over one spacing if ionised in Si (eps_r 11.7): 1.60 V
Hop time in Si, barrier 3.5 eV, at anneal 1.6e+07 s
Diffusion time through 20 nm film at anneal 0.102 s
Bulk hop time at 300 K 1.6e+12 s
```
